**Diffusion on the Fermi surface from small-angle scattering**

For small-angle elastic scattering the collision operator becomes $L\varphi=-v\nabla_s\cdot(K\nabla_s\varphi)$, where $v$ is the Fermi speed, $\nabla_s$ the surface gradient and $K$ a coefficient set by the second moment of the momentum transfer. The conductivity is $2/(2\pi)^3$ times the double surface integral of $n_iGn_j$, with $\mathbf n$ the unit normal and $G$ the Green function of $-\nabla_s\cdot K\nabla_s$. The program applies the collision integral directly to spherical harmonics and asserts the $l(l+1)$ rates with their first correction. It also asserts the projections and double integral of the sphere's Green function. On a spheroid it solves the full integral equation for both field directions and asserts that the results approach weighted diffusion as the scattering range shrinks. For screened charges it asserts that the Born rate and the final conductivity agree with partial-wave phase shifts at weak coupling. The InSb example gives a mobility of about $7.2\times10^4$ cm$^2$/Vs. Its $l=2$ rate is 1.94 times the $l=1$ rate instead of 3, which shows how the large-angle Coulomb tail spoils the diffusion law for higher harmonics.

## Numerical verification

```python
"""
Result under test: small-angle elastic scattering on a Fermi surface becomes
diffusion, L phi = -v div(K grad phi), and the conductivity is
sigma_ij = 2/(2 pi)^3 * double surface integral of n_i G n_j,
where G inverts -div(K grad) and n is the unit normal.
On a sphere the relaxation rates are then proportional to l(l+1).
Symbols: s = sin^2(theta/2), theta = scattering angle; v = Fermi speed;
K = (1/4) * integral d2q W q^2 / ((2 pi)^3 v^2) for isotropic scattering;
W = transition rate kernel; kF = Fermi wavenumber; qs = screening wavenumber.
Atomic units are used inside; printed values carry their own units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import eval_legendre, ive, spherical_jn, spherical_yn

PI = np.pi
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
BOHR_A = BOHR_M * 1e10
TIME_S = const.physical_constants["atomic unit of time"][0]


def gauss(lower, upper, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return lower + (upper - lower) * (x + 1) / 2, w * (upper - lower) / 2


# ---------- Sphere: collision integral acting directly on harmonics ----------
def points_around(normal, s, azimuth):
    """Unit vectors at scattering variable s and azimuth about normal."""
    e1 = np.cross(normal, [0.3, -0.5, 0.8])
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(normal, e1)
    cosine = (1 - 2 * s)[:, None, None]
    sine = (2 * np.sqrt(s * (1 - s)))[:, None, None]
    ring = np.cos(azimuth)[:, None] * e1 + np.sin(azimuth)[:, None] * e2
    return cosine * normal + sine * ring[None, :, :]


harmonics = {
    1: lambda p: p[..., 0],
    2: lambda p: p[..., 0] * p[..., 1],
    3: lambda p: p[..., 0] * p[..., 1] * p[..., 2],
    4: lambda p: p[..., 0] * p[..., 1] * (7 * p[..., 2]**2 - 1),
}
azimuth = 2 * PI * np.arange(32) / 32
direction = np.array([0.48, 0.60, 0.64])
direction /= np.linalg.norm(direction)
s_cut = 0.005                       # smooth kernel w = exp(-s/s_cut)
s_nodes, s_weights = gauss(0, 40 * s_cut, 160)
kernel = np.exp(-s_nodes / s_cut)
neighbours = points_around(direction, s_nodes, azimuth)
smooth_rates = {}
for l, harmonic in harmonics.items():
    here = harmonic(direction)
    change = (here - harmonic(neighbours)).mean(axis=1) / here
    smooth_rates[l] = 4 * PI * np.sum(s_weights * kernel * change)
    by_legendre = 4 * PI * np.sum(
        s_weights * kernel * (1 - eval_legendre(l, 1 - 2 * s_nodes)))
    assert abs(smooth_rates[l] / by_legendre - 1) < 1e-9
    second_moment = 4 * PI * np.sum(s_weights * kernel * s_nodes)
    ratio = smooth_rates[l] / (l * (l + 1) * second_moment)
    small = (l - 1) * (l + 2) * s_cut
    assert abs(ratio - (1 - small / 2)) < small**2 + 1e-9

# Upper and lower bounds on 1-P_l over all angles
s_grid = np.linspace(0, 1, 2001)
for l in range(1, 13):
    loss = 1 - eval_legendre(l, 1 - 2 * s_grid)
    first = l * (l + 1) * s_grid
    second = (l - 1) * l * (l + 1) * (l + 2) * s_grid**2 / 4
    assert np.all(loss <= first + 1e-11)
    assert np.all(loss >= first - second - 1e-11)

# ---------- Sphere: Green function of the Laplacian ----------
y, wy = gauss(0, 1, 240)
s_green, w_green = y**2, 2 * y * wy
green = -(np.log(s_green) + 1) / (4 * PI)
assert abs(4 * PI * np.sum(w_green * green)) < 1e-6
for l in range(1, 8):
    projection = 4 * PI * np.sum(
        w_green * green * eval_legendre(l, 1 - 2 * s_green))
    assert abs(projection * l * (l + 1) - 1) < 1e-5
green_double = 0.0
for cosine, weight in zip(*gauss(-1, 1, 6)):
    normal = np.array([np.sqrt(1 - cosine**2), 0, cosine])
    other_z = points_around(normal, s_green, azimuth)[..., 2].mean(axis=1)
    response = 4 * PI * np.sum(w_green * green * other_z)
    assert abs(response - cosine / 2) < 1e-6
    green_double += 2 * PI * weight * cosine * response
assert abs(green_double - 2 * PI / 3) < 1e-5

# ---------- Spheroid: full integral equation against diffusion ----------
axis_r, axis_z = 1.0, 1.5
t, wt = gauss(0, PI, 400)
radius, height = axis_r * np.sin(t), axis_z * np.cos(t)
arc = np.sqrt((axis_r * np.cos(t))**2 + (axis_z * np.sin(t))**2)
speed = arc / (axis_r * axis_z)      # ellipsoidal band with 2*energy = 1
normal_z = axis_r * np.cos(t) / arc
normal_r = axis_z * np.sin(t) / arc
area = radius * arc * wt


def full_conductivity(q_range_squared, m):
    """Solve the integral equation for W=exp(-q^2/range^2)."""
    distance = ((radius[:, None] - radius)**2
                + (height[:, None] - height)**2) / q_range_squared
    argument = 2 * np.outer(radius, radius) / q_range_squared
    measure = area / ((2 * PI)**3 * speed)
    base = 2 * PI * np.exp(-distance) * measure
    matrix = np.diag((base * ive(0, argument)).sum(axis=1))
    matrix -= base * ive(m, argument)
    normal = normal_z if m == 0 else normal_r
    if m == 0:                       # removes the constant zero mode
        matrix += matrix[0, 0] * np.outer(np.ones(t.size),
                                         measure / measure.sum())
    phi = np.linalg.solve(matrix, speed * normal)
    angular = 2 * PI if m == 0 else PI
    return 2 / (2 * PI)**3 * angular * np.sum(area * normal * phi)


def diffusion_coefficient(q_range_squared):
    return PI * q_range_squared**2 / (4 * (2 * PI)**3 * speed**2)


def diffusion_conductivity(q_range_squared, m):
    """Solve the weighted surface Laplace equation in a Fourier basis."""
    order = 2 * np.arange(14)[:, None] + 1
    if m == 0:
        basis, slope = np.cos(order * t), -order * np.sin(order * t) / arc
        normal, angular = normal_z, 2 * PI
    else:
        basis, slope = np.sin(order * t), order * np.cos(order * t) / arc
        normal, angular = normal_r, PI
    weighted = area * diffusion_coefficient(q_range_squared)
    matrix = (slope * weighted) @ slope.T
    if m == 1:
        matrix += (basis * weighted / radius**2) @ basis.T
    source = basis @ (area * normal)
    return (2 / (2 * PI)**3 * angular
            * source @ np.linalg.solve(matrix, source))


ranges = (0.02, 0.01)
spheroid_ratios = {}
for m in (0, 1):
    ratios = [full_conductivity(q2, m) / diffusion_conductivity(q2, m)
              for q2 in ranges]
    limit = 2 * ratios[1] - ratios[0]
    assert abs(limit - 1) < 3e-3
    spheroid_ratios[m] = (*ratios, limit)
closed_zz = np.sum(radius**3 * arc * wt
                   / diffusion_coefficient(ranges[1])) / (8 * PI**2)
sigma_zz = diffusion_conductivity(ranges[1], 0)
sigma_xx = diffusion_conductivity(ranges[1], 1)
assert abs(closed_zz / sigma_zz - 1) < 1e-6

# ---------- Degenerate InSb: rough typical inputs ----------
density_cm3, temperature = 1e17, 20.0
edge_mass, dielectric, gap_ev, phonon_ev = 0.014, 17.0, 0.24, 0.024
density = density_cm3 * (BOHR_M * 100)**3
donors = density
gap = gap_ev / HARTREE_EV
kF = (3 * PI**2 * density)**(1 / 3)
fermi = gap / 2 * (np.sqrt(1 + 2 * kF**2 / (edge_mass * gap)) - 1)
mass = edge_mass * (1 + 2 * fermi / gap)
vF = kF / mass
qs = np.sqrt(4 * mass * kF / (PI * dielectric))
s0 = qs**2 / (4 * kF**2)


def coulomb_moment(function, screening):
    """Integral over s from 0 to 1 of function(s)/(s+screening)^2."""
    u, wu = gauss(0, np.log1p(1 / screening), 240)
    s = screening * np.expm1(u)
    return np.sum(wu * function(s) / (s + screening))


def born_rate(k, v, screening_wave):
    x = screening_wave**2 / (4 * k**2)
    logarithm = np.log1p(1 / x) - 1 / (1 + x)
    return 2 * PI * donors * logarithm / (dielectric**2 * k**2 * v)


potential_squared = (4 * PI / dielectric)**2 / (16 * kF**4)
golden_rule = (2 * PI * donors * kF**2 / (2 * PI**2 * vF)
               * potential_squared)
rates = {l: golden_rule * coulomb_moment(
    lambda s, l=l: 1 - eval_legendre(l, 1 - 2 * s), s0)
    for l in range(1, 7)}
total_rate = golden_rule * coulomb_moment(lambda s: 1 + 0 * s, s0)
rate_200 = golden_rule * coulomb_moment(
    lambda s: 1 - eval_legendre(200, 1 - 2 * s), s0)
assert abs(rate_200 / total_rate - 1) < 0.01
assert abs(rates[1] / born_rate(kF, vF, qs) - 1) < 1e-9
moment_ratio = (coulomb_moment(lambda s: s**2, s0)
                / coulomb_moment(lambda s: s, s0))
for l in range(2, 7):
    assert rates[l] / rates[1] < l * (l + 1) / 2

# The l=2 error closes only logarithmically as screening weakens
log_errors = {}
for weak_s0 in (1e-4, 1e-8):
    rate_ratio = (coulomb_moment(
        lambda s: 1 - eval_legendre(2, 1 - 2 * s), weak_s0)
        / coulomb_moment(lambda s: 2 * s, weak_s0))
    log_errors[weak_s0] = 1 - rate_ratio / 3
    assert abs(log_errors[weak_s0] * (np.log(1 / weak_s0) - 1) - 1) < 0.01

# Diffusion coefficient from the chord moment, then the Green function
second_chord_moment = (4 * PI * kF**2 * 4 * kF**2 * 2 * PI * donors
                       * potential_squared
                       * coulomb_moment(lambda s: s, s0))
K_sphere = second_chord_moment / (4 * (2 * PI)**3 * vF**2)
sigma = 2 / (2 * PI)**3 * kF**4 * green_double / K_sphere
mobility = sigma / density


def transport_cross_section(strength, screening):
    """kF^2 times transport cross section from radial phase shifts."""
    l = np.arange(26)
    start, end = 1e-3, 42.0

    def radial(x, values):
        f, df = values[:l.size], values[l.size:]
        attraction = 2 * strength * np.exp(-screening * x) / x
        return np.concatenate(
            (df, -2 * (l + 1) * df / x - (1 + attraction) * f))

    slope = -strength / (l + 1)
    result = solve_ivp(radial, (start, end),
                       np.concatenate((1 + slope * start, slope)),
                       method="DOP853", rtol=1e-9, atol=1e-19)
    assert result.success
    f, df = result.y[:l.size, -1], result.y[l.size:, -1]
    log_slope = df / f + (l + 1) / end
    j, n = spherical_jn(l, end), spherical_yn(l, end)
    dj = j + end * spherical_jn(l, end, derivative=True)
    dn = n + end * spherical_yn(l, end, derivative=True)
    phase = np.arctan2(dj - log_slope * end * j, dn - log_slope * end * n)
    return 4 * PI * np.sum((l[:-1] + 1) * np.sin(phase[:-1] - phase[1:])**2)


strength = mass / (dielectric * kF)
weak = 0.005
weak_section = (transport_cross_section(weak, qs / kF)
                + transport_cross_section(-weak, qs / kF)) / 2
weak_rate = donors * vF * weak_section / kF**2 * (strength / weak)**2
assert abs(weak_rate / rates[1] - 1) < 2e-3
assert abs(sigma / (density / (mass * weak_rate)) - 1) < 2e-3
full_rate = (donors * vF / kF**2
             * transport_cross_section(strength, qs / kF))

# ---------- Sizes of neglected effects ----------
beta_squared = 1 - (edge_mass / mass)**2
overlap_factor = (coulomb_moment(lambda s: s, s0)
                  / coulomb_moment(lambda s: s * (1 - beta_squared * s), s0))
kT = const.k * temperature / const.e / HARTREE_EV
x_energy = np.linspace(-25, 25, 2001)
window = (x_energy[1] - x_energy[0]) / (4 * np.cosh(x_energy / 2)**2)


def band(energy):
    energy = np.maximum(energy, 1e-6)
    k = np.sqrt(2 * edge_mass * energy * (1 + energy / gap))
    return k, k / (edge_mass * (1 + 2 * energy / gap))


def thermal_density(mu):
    return np.sum(window * band(mu + kT * x_energy)[0]**3) / (3 * PI**2)


mu = brentq(lambda e: thermal_density(e) - density,
            fermi - 3 * kT, fermi + 3 * kT)
k_hot, v_hot = band(mu + kT * x_energy)
sigma_hot = np.sum(window * k_hot**2 * v_hot
                   / (3 * PI**2 * born_rate(k_hot, v_hot, qs)))
phonon_number = 1 / np.expm1(phonon_ev / (kT * HARTREE_EV))
path = vF / rates[1]
donors_in_sphere = 4 * PI / 3 * donors / qs**3
field_v_cm = 1.0
energy_gain_ev = field_v_cm * 1e-8 * path * BOHR_A
mobility_si = const.e * BOHR_M**2 / const.hbar
sigma_si = const.e**2 / (const.hbar * BOHR_M)

# ---------- Printed numbers ----------
print(f"smooth kernel cutoff in s: {s_cut:.3f}")
print(f"smooth kernel rms angle approx: {2*np.sqrt(s_cut):.3f} rad")
for l in range(2, 5):
    print(f"smooth rate l={l} / l=1: {smooth_rates[l]/smooth_rates[1]:.4f}"
          f"; diffusion {l*(l+1)/2:.0f}")
print(f"sphere normal-G-normal integral: {green_double:.6f}")
print(f"spheroid semiaxes r,z: {axis_r:.1f}, {axis_z:.1f} (model units)")
print(f"squared q ranges: {ranges[0]:.2f}, {ranges[1]:.2f} (model units)")
for m, name in ((0, "zz"), (1, "xx")):
    a, b, c = spheroid_ratios[m]
    print(f"full/diffusion {name}: {a:.4f}, {b:.4f}; limit {c:.4f}")
print(f"spheroid sigma_zz/sigma_xx: {sigma_zz/sigma_xx:.4f}")
print(f"constant-time sigma_zz/sigma_xx: {(axis_r/axis_z)**2:.4f}")
print(f"InSb electron and donor density: {density_cm3:.1e} cm^-3")
print(f"temperature: {temperature:.0f} K")
print(f"band-edge mass: {edge_mass:.3f} electron masses")
print(f"dielectric constant: {dielectric:.0f}")
print(f"gap: {gap_ev:.2f} eV")
print(f"kF: {kF/BOHR_A:.5f} 1/angstrom")
print(f"Fermi energy: {fermi*HARTREE_EV:.4f} eV")
print(f"mass at Fermi level: {mass:.5f} electron masses")
print(f"Fermi speed: {vF*BOHR_M/TIME_S:.3e} m/s")
print(f"screening length: {BOHR_A/qs:.1f} angstrom")
print(f"screening parameter s0: {s0:.4f}")
print(f"Coulomb <s^2>/<s>: {moment_ratio:.4f}")
print(f"hbar/tau_1: {rates[1]*HARTREE_EV:.4e} eV")
print(f"tau_1: {TIME_S/rates[1]*1e12:.4f} ps")
for l in range(2, 7):
    print(f"InSb rate l={l} / l=1: {rates[l]/rates[1]:.3f}"
          f"; diffusion {l*(l+1)/2:.0f}")
print(f"InSb total rate / l=1 rate: {total_rate/rates[1]:.3f}")
for value, error in log_errors.items():
    print(f"l=2 diffusion error at s0={value:.0e}: {100*error:.2f} %")
print(f"K: {K_sphere:.4e} atomic units")
print(f"conductivity: {sigma*sigma_si/100:.1f} S/cm")
print(f"mobility: {mobility*mobility_si*1e4:.4e} cm^2/(V s)")
print(f"weak phase-shift/Born rate: {weak_rate/rates[1]:.5f}")
print(f"Coulomb strength 1/(kF aB): {strength:.4f}")
print(f"mobility factor, beyond Born: {rates[1]/full_rate:.4f}")
print(f"mobility factor, Bloch overlap: {overlap_factor:.4f}")
print(f"mobility factor, temperature: {sigma_hot/sigma:.5f}")
print(f"optical phonon energy: {phonon_ev:.3f} eV")
print(f"optical phonon occupation: {phonon_number:.2e}")
print(f"donors in screening sphere: {donors_in_sphere:.2f}")
print(f"mean free path: {path*BOHR_A:.0f} angstrom")
print(f"kF times mean free path: {kF*path:.1f}")
print(f"field for heating estimate: {field_v_cm:.1f} V/cm")
print(f"field energy per path / kT: {energy_gain_ev/(kT*HARTREE_EV):.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
smooth kernel cutoff in s: 0.005
smooth kernel rms angle approx: 0.141 rad
smooth rate l=2 / l=1: 2.9700; diffusion 3
smooth rate l=3 / l=1: 5.8515; diffusion 6
smooth rate l=4 / l=1: 9.5604; diffusion 10
sphere normal-G-normal integral: 2.094395
spheroid semiaxes r,z: 1.0, 1.5 (model units)
squared q ranges: 0.02, 0.01 (model units)
full/diffusion zz: 0.9992, 0.9996; limit 1.0000
full/diffusion xx: 0.9990, 0.9995; limit 1.0000
spheroid sigma_zz/sigma_xx: 0.8596
constant-time sigma_zz/sigma_xx: 0.4444
InSb electron and donor density: 1.0e+17 cm^-3
temperature: 20 K
band-edge mass: 0.014 electron masses
dielectric constant: 17
gap: 0.24 eV
kF: 0.01436 1/angstrom
Fermi energy: 0.0469 eV
mass at Fermi level: 0.01948 electron masses
Fermi speed: 8.536e+05 m/s
screening length: 158.9 angstrom
screening parameter s0: 0.0480
Coulomb <s^2>/<s>: 0.3521
hbar/tau_1: 8.2865e-04 eV
tau_1: 0.7943 ps
InSb rate l=2 / l=1: 1.944; diffusion 3
InSb rate l=3 / l=1: 2.705; diffusion 6
InSb rate l=4 / l=1: 3.281; diffusion 10
InSb rate l=5 / l=1: 3.701; diffusion 15
InSb rate l=6 / l=1: 4.000; diffusion 21
InSb total rate / l=1 rate: 4.669
l=2 diffusion error at s0=1e-04: 12.16 %
l=2 diffusion error at s0=1e-08: 5.74 %
K: 2.2533e-09 atomic units
conductivity: 1149.3 S/cm
mobility: 7.1734e+04 cm^2/(V s)
weak phase-shift/Born rate: 0.99999
Coulomb strength 1/(kF aB): 0.1508
mobility factor, beyond Born: 0.9280
mobility factor, Bloch overlap: 1.2051
mobility factor, temperature: 1.00337
optical phonon energy: 0.024 eV
optical phonon occupation: 8.96e-07
donors in screening sphere: 1.68
mean free path: 6780 angstrom
kF times mean free path: 97.4
field for heating estimate: 1.0 V/cm
field energy per path / kT: 0.0393
ALL CHECKS PASSED
```
